# Why inner-valence ionization of N2 has no single orbital line

## One hole and one competitor

Suppose that an ion has two relevant states. In the first, an electron is missing from one orbital. In the second, two other electrons are missing and one has been placed in an empty orbital: two holes and one particle, written 2h1p. Let $I_0$ and $E$ be their energies above the neutral molecule, and let $V$ be the real matrix element between them. The ionization energies are the eigenvalues of

$$
\begin{pmatrix} I_0 & V\\ V & E\end{pmatrix},\qquad
I_\pm=\frac{I_0+E\pm R}{2},\qquad R=\sqrt{d^2+4V^2},\quad d=I_0-E .
$$

Let $c$ and $x$ be the components of an eigenvector on the hole and on the 2h1p state. The second row gives $Vc+Ex=Ix$, so $x=Vc/(I-E)$. Normalization, $c^2+x^2=1$, gives the weight of the hole, $Z=c^2=1/[1+V^2/(I-E)^2]$. For the upper root $I_+-E=(d+R)/2$, and $4V^2=(R-d)(R+d)$, so

$$
Z_+=\frac{1}{1+\dfrac{R-d}{R+d}}=\frac12\left(1+\frac dR\right),\qquad Z_-=1-Z_+ .
$$

For $d\gg |V|$, $d/R\simeq1-2V^2/d^2$ and $Z_+\simeq1-V^2/d^2$. One state is then "the ionized orbital", with a weak satellite. At $d=0$ each state carries half the weight, and neither deserves the name.

Degeneracy must therefore be measured against the coupling. At exact degeneracy the weights are equal for any nonzero $V$, but the lines are only $2|V|$ apart. At a small fixed detuning, a sufficiently weak coupling leaves one dominant line. If symmetry makes $V=0$, nothing happens at all.

## Many competitors

Hartree atomic units are used, with fixed nuclei, real closed-shell Hartree-Fock orbitals and frozen 1s cores. Indices $i,j,k,l$ denote occupied orbitals and $a,b$ empty ones. The bare level is the Koopmans value $I_0=-\epsilon$.

Let the hole couple to 2h1p states $m$, already diagonalized among themselves, with energies $E_m$ and couplings $V_m$. The eigenvalue equations are

$$
Ic=I_0c+\sum_mV_mx_m,\qquad Ix_m=V_mc+E_mx_m .
$$

The second gives $x_m=V_mc/(I-E_m)$. Inserting this in the first, and then in the norm, gives

$$
I=I_0+S(I),\quad S(I)=\sum_m\frac{V_m^2}{I-E_m},\qquad
Z=\left[1+\sum_m\frac{V_m^2}{(I-E_m)^2}\right]^{-1}.
$$

The function $f(I)=I-I_0-S(I)$ has slope $1/Z\ge1$. Between neighbouring coupled poles it rises from $-\infty$ to $+\infty$, so there is one root in each interval, one below all poles and one above. Extra lines are thus always present; the question is how much weight they take.

Sum rules follow from the full matrix $H$ of the hole and the 2h1p states. Expanding the hole state $h$ in eigenvectors gives $\sum_nZ_nI_n^q=(H^q)_{hh}$. For $q=0,1,2$ this yields

$$
\sum_n Z_n=1,\quad \sum_n Z_nI_n=I_0,\quad
\sum_n Z_n(I_n-I_0)^2=\sum_mV_m^2,
$$

because $(H^2)_{hh}=I_0^2+\sum_mV_m^2$. Coupling redistributes the weight without destroying it.

## What sets the 2h1p energies

Take spin orbitals and $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. Relative to the Hartree-Fock energy, the Hamiltonian is

$$
\sum_p\epsilon_p\{a_p^\dagger a_p\}+\frac14\sum_{pqrs}\langle pq||rs\rangle\{a_p^\dagger a_q^\dagger a_sa_r\},
$$

with braces for normal order relative to the Hartree-Fock state $|0\rangle$. The basis is $a_k|0\rangle$ and $a_a^\dagger a_ia_j|0\rangle$ with $i<j$. The one-body part gives $-\epsilon_k$ and $\epsilon_a-\epsilon_i-\epsilon_j$. The two-body part acts in three ways.

**Hole with hole.** For four occupied labels the normal-ordered product is $a_sa_ra_p^\dagger a_q^\dagger$. Since $a_p^\dagger|0\rangle=0$ for occupied $p$,
$$a_p^\dagger a_q^\dagger a_ka_l|0\rangle=(\delta_{qk}\delta_{pl}-\delta_{ql}\delta_{pk})|0\rangle .$$
The two terms are equal after antisymmetry is used, leaving $\frac12\sum_{rs}\langle kl||sr\rangle a_sa_r|0\rangle$. The element leading to holes $ij$ is $+\langle kl||ij\rangle$. Its diagonal value contains the Coulomb repulsion of the holes.

**Particle with hole.** Four equivalent label choices cancel the factor $1/4$. The operator is $\langle al||bj\rangle\{a_a^\dagger a_l^\dagger a_ja_b\}=-\langle al||bj\rangle a_a^\dagger a_ja_l^\dagger a_b$. It replaces particle $b$ by $a$ and hole $l$ by $j$, with a minus sign. The diagonal value contains the particle-hole attraction.

**Hole to 2h1p.** The particle label can stand in either creation position, and the two choices are equal by antisymmetry, which gives $\frac12\sum_{rs}\langle ak||rs\rangle a_a^\dagger a_sa_ra_k^\dagger$. Acting on $a_k|0\rangle$ and combining the two orders of $r,s$, it gives the coupling $\langle ka||ij\rangle$.

The 2h1p block is therefore

$$
\begin{aligned}
H_{aij,bkl}={}&\delta_{ab}\delta_{ik}\delta_{jl}(\epsilon_a-\epsilon_i-\epsilon_j)+\delta_{ab}\langle kl||ij\rangle\\
&-\delta_{ik}\langle al||bj\rangle-\delta_{jl}\langle ak||bi\rangle
+\delta_{il}\langle ak||bj\rangle+\delta_{jk}\langle al||bi\rangle .
\end{aligned}
$$

The last two terms have the opposite sign because exchanging two holes changes the sign of the state. Diagonalizing this block gives $E_m$, and projecting $\langle ka||ij\rangle$ on its eigenvectors gives $V_m$. This is configuration interaction (CI) with one-hole and 2h1p states. A test confirmed that its eigenvalues agree with those of the full Hamiltonian projected on the same determinants.

## What GW puts in their place

G0W0 has the same secular equation, but its third particle is described differently. With spatial orbitals, let $\Delta$ be the diagonal matrix of $\epsilon_a-\epsilon_i$, let $K_{ia,jb}=(ia|jb)$, and let $b_m$ be the vector $(pm|ia)$ for the ionized orbital $p$ and any orbital $m$. At imaginary frequency $i\nu$ the two time orderings and two spins give the independent-pair response $P=-4\Delta/(\Delta^2+\nu^2)$. Summing $P+PKP+\cdots=(P^{-1}-K)^{-1}$ gives the screening part of the interaction:

$$
W_m=b_m^T(P^{-1}-K)^{-1}b_m,\quad
P^{-1}-K=-\tfrac14\Delta^{-1/2}\left[M+\nu^2\right]\Delta^{-1/2},
$$

where $M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}$. If $Mz_s=\Omega_s^2z_s$, inversion gives

$$
W_m=-\sum_s\frac{2\Omega_sw_{ms}^2}{\Omega_s^2+\nu^2},\qquad
w_{ms}^2=\frac{2(b_m^T\Delta^{1/2}z_s)^2}{\Omega_s}.
$$

The $\Omega_s$ are direct random-phase-approximation (RPA) excitation energies. For $\omega$ in the gap, the correlation self-energy is

$$
\Sigma(\omega)=-\frac1{2\pi}\sum_m\int_{-\infty}^{\infty}
\frac{W_m(i\nu)\,d\nu}{\omega+i\nu-\epsilon_m}.
$$

Set $x=\omega-\epsilon_m$. The imaginary part of $1/(x+i\nu)$ is odd and drops out. The rest follows from $\int d\nu/[(x^2+\nu^2)(\Omega^2+\nu^2)]=\pi/[|x|\Omega(|x|+\Omega)]$, so each term becomes $w^2\,\mathrm{sgn}(x)/(|x|+\Omega)$. Occupied $m$ have $x>0$ and empty $m$ have $x<0$. Continued to other frequencies,

$$
\Sigma(\omega)=\sum_{is}\frac{w_{is}^2}{\omega-\epsilon_i+\Omega_s}
+\sum_{as}\frac{w_{as}^2}{\omega-\epsilon_a-\Omega_s}.
$$

Quadrature of the frequency integral agreed with this pole sum. In the diagonal approximation on Hartree-Fock orbitals, $\omega=\epsilon+\Sigma(\omega)$. Setting $\omega=-I$ gives

$$
I=I_0+\sum_{is}\frac{w_{is}^2}{I-(\Omega_s-\epsilon_i)}
+\sum_{as}\frac{w_{as}^2}{I+\epsilon_a+\Omega_s}.
$$

The first sum contains the 2h1p poles, at $E=\Omega_s-\epsilon_i$. The second has poles at negative $I$ and represents the particle part, which the CI above lacks. The residue of $1/(\omega-\epsilon-\Sigma)$ is $1/(1-d\Sigma/d\omega)$, which is the same formula for $Z$ with these poles.

The GW 2h1p state is a hole plus an independent neutral excitation. The spectator hole neither repels the other hole nor attracts the particle. Direct RPA also omits the attraction between the particle and its own hole. Moreover, $K$ is the Coulomb interaction matrix of transition densities and has no negative eigenvalue. Hence $M$ has no eigenvalue below the smallest $\Delta^2$, and within this method

$$
\Omega_s-\epsilon_i\ \ge\ \min(\epsilon_a-\epsilon_j)+\min(-\epsilon_i).
$$

Interactions that would lower a 2h1p state below this limit are absent.

## How large the effect is in N2

The bond length is set to 2.07 bohr and the basis is cc-pVTZ. The bare $2\sigma_g$ level lies at 1.471 hartree (40.0 eV), and $3\sigma_g$ at 0.633 hartree (17.2 eV). The values below are in hartree unless marked; the numerical output lists those at this bond length.

Two 2h1p states below the bare $2\sigma_g$ level are strongly coupled to it. They lie at 1.099 and 1.401, with $|V|=0.124$ and 0.071. Their weights on configurations with holes in $2\sigma_u$ and $1\pi_u$ are 98% and 79%. Total $\Sigma_g^+$ symmetry then requires a $\pi_g$ particle. Three unpaired spins form two independent doublets, which matches the appearance of two such states, although this spin assignment was not tested separately.

One-hole CI gives these strongest lines:

| $I$ (hartree) | $Z$ |
|---:|---:|
| 1.042 | 0.18 |
| 1.305 | 0.48 |
| 1.437 | 0.18 |

They carry 0.84 of the weight; the rest is spread over higher roots. The strongest line, at 35.5 eV, has less than half. The effective number of lines, $(\sum Z)^2/\sum Z^2$, is 3.4. It would be 1 for a single line and $n$ for $n$ equal lines. The main $3\sigma_g$ line keeps $Z=0.90$. These values depend on the basis: the strongest $2\sigma_g$ line lies at 1.325 with $Z=0.49$ in cc-pVDZ, at 1.299 with 0.47 in cc-pVQZ and at 1.298 with 0.44 in aug-cc-pVTZ, and the effective number of lines runs from 3.2 to 4.0. The largest weight stays below one half in all four bases.

### Reading the strongest line

The bare detuning from the state at 1.401 is 0.070, about equal to its coupling. The two-state formula would give weights of 0.72 and 0.28, which does not describe the computed spectrum. The other 2h1p states matter. At the root $I=1.305$, the two near states contribute

$$
\frac{0.1235^2}{1.3050-1.0994}+\frac{0.0709^2}{1.3050-1.4008}
\simeq0.074-0.052=0.022 .
$$

The total shift is $1.305-1.471=-0.166$, so all other states contribute about $-0.188$. They move the effective level to $1.471-0.188=1.283$, between the two near states. The detunings become $+0.18$ and $-0.12$, with coupling-to-detuning ratios of about 0.7 and 0.6. It is this shifted level that fragments.

The weights tell the same story. The near states add $0.36+0.55=0.91$ to $1/Z$. Since $1/Z=1/0.478=2.09$, the others add $2.09-1-0.91=0.18$. On their own they would leave a dominant line; the two near states break it.

The root-mean-square spread, 0.56 hartree, must not be read as the width of this group. It equals $\sqrt{\sum V_m^2}$ and is sensitive to small weights far away. The two near states supply only $0.0203/0.319$, or about 6%, of $\sum V_m^2$.

### Testing the cause

Three interventions separate position from coupling.

- With its own couplings, but with the bare level moved to the $3\sigma_g$ energy, $2\sigma_g$ regains a main line of $Z=0.91$.
- With its own couplings, but moved to the $2\sigma_g$ energy, $3\sigma_g$ has a largest weight of only 0.41. The orbital that behaved well owes this to its position.
- With the $2\sigma_g$ level in place and all couplings divided by ten, the largest weight is 0.98. The state at 1.401 then removes only about $(0.0071/0.0705)^2\simeq0.01$.

Inner-valence position and sufficient coupling are both needed. Mixing between the two $\sigma_g$ holes is a smaller effect here: including it changes the largest $2\sigma_g$ weight from 0.48 to 0.51.

## Where GW differs

For the same molecule and basis, G0W0 gives a $2\sigma_g$ line at 1.338 with $Z=0.85$, and 1.4 effective lines. It predicts a good quasiparticle where the interacting 2h1p states predict none.

The pole positions show why. The lowest GW 2h1p pole with $V^2>0.001$ hartree² is at 1.639, above the bare level; the corresponding CI state is at 1.099. The smallest occupied removal energy is 0.613 and the lowest empty level is at 0.163. The bound above therefore gives

$$
E_{\rm GW}\ge(0.163+0.613)+0.613=1.389 .
$$

No symmetry assignment or convergence setting can bring a 2h1p pole of this G0W0 calculation down to 1.10. The bound does depend on the basis through the lowest empty level. In aug-cc-pVTZ that level is 0.083, the lowest pole falls to 1.351 and the main weight to 0.79; in cc-pVQZ the line is at 1.343 with $Z=0.84$. A dominant line remains in each case. The missing interactions are essential. For holes in $2\sigma_u$ and $1\pi_u$, the bare energy is at least $0.777+0.613+0.163=1.553$. The CI state dominated by these holes lies at least 0.45 lower, so the attractions and configuration mixing outweigh the hole-hole repulsion.

When the GW $2\sigma_g$ level is moved to the $3\sigma_g$ energy, its weight rises only from 0.85 to 0.94. Its poles were never close enough to break the line.

Linearizing the quasiparticle equation at $I_0$ hides the matter further, because it returns one energy and one weight by construction. Here it gives 1.348 and 0.74, against 1.338 and 0.85 for the actual strongest root. The energy differs by only 0.010, while the weight is too low by 0.10 relative to the full solution of the same GW equation. The linearized weight is evaluated at 1.471, closer to the 2h1p poles above than the actual root is. Its lower value is not a description of fragmentation.

## Does the breakdown survive more correlation?

CI with 2h1p states correlates the ion but leaves the neutral molecule at the Hartree-Fock level. It also omits states with three holes and two particles. These omissions affect absolute energies and can change the fragments. In cc-pVTZ the CI places the main $3\sigma_g$ line at 0.488, against 0.600 in G0W0. Adding to $I_0$ the second-order pair correlation that the neutral molecule loses on ionization raises the $2\sigma_g$ level by 0.050 and gives lines at 1.049, 1.327 and 1.448 with weights 0.14, 0.41 and 0.26: the positions move, and the breakup remains. A smaller orbital space permits a check: the five occupied valence orbitals plus a $\pi_g$ pair and one $\sigma_u$ orbital, taken from the MP2 natural virtual orbitals. Full CI is then complete within those eight orbitals, though it lacks most dynamical correlation.

| Method, valence space | Largest $Z$, $2\sigma_g$ | Effective lines | Largest $Z$, $3\sigma_g$ |
|---|---:|---:|---:|
| G0W0 | 0.88 | 1.3 | 0.97 |
| 1h+2h1p CI | 0.46 | 2.6 | 0.94 |
| Full CI | 0.45 | 3.2 | 0.94 |

Counted state by state, no full-CI line carries half the weight at this bond length when the valence orbitals come from cc-pVTZ, while GW keeps a dominant line. The division between the two strongest lines depends on the parent basis (0.23 and 0.53 from cc-pVDZ, 0.36 and 0.39 from cc-pVQZ); only their sum, about 0.75, is stable. The closeness of 0.45 to 0.46 is, however, accidental, as shown below. The summed full-CI weight is 0.996 rather than 1 because the correlated neutral molecule has slightly less than one electron per spin in $2\sigma_g$.

The arrangement of the lines is less robust. Full CI places its two strongest lines at 1.500 and 1.510, with weights 0.31 and 0.45. They are only 0.010 hartree, or 0.28 eV, apart. The smaller CI puts its two strongest lines 0.116 hartree apart. At limited energy resolution the full-CI pair would look like one peak carrying 0.76 of the weight, yet it consists of two ionic states. In the two-state model the splitting is $R\ge2|V|$, so this pair corresponds to a coupling of at most 0.005 hartree: a near-degeneracy, not the strong mixing found in the smaller CI. Counted as one line, the pair gives about 1.7 effective lines instead of 3.2, so full CI confirms a loss of weight beyond GW (0.76 against 0.88) but only a weaker breakup. The close pair is also specific to this bond length: at 2.00 bohr the same full CI gives one line with $Z=0.78$, and the next strongest has only 0.10. A single observed maximum can thus hide two ionic states, as at 2.07 bohr, or come mainly from one.

The larger basis also moves the strongest CI line from 1.445 to 1.305. The 1h+2h1p calculations split the main line strongly at both bond lengths (at 2.00 bohr the largest weight is 0.51 in the valence space and 0.49 in cc-pVTZ), whereas valence full CI splits it at 2.07 bohr but not at 2.00. Within the valence space, then, and with the close pair at 2.07 bohr counted as one line, the smaller CI overstates the breakup relative to full CI and GW understates it. Together they do not fix a line-by-line spectrum. States above the double-ionization threshold belong to a continuum, which a finite basis represents by discrete lines. Nuclear motion, absent from these fixed-nuclei calculations, adds further width.

## What to do about it

**Look at the competing states first.** List the 2h1p energies of the right symmetry and compare their couplings with their distances from the shifted level, not only from the Koopmans value. Particle-hole attraction and hole-hole repulsion must be included. Bare orbital-energy sums would have placed the lower of the two near N2 states at least 0.45 hartree too high relative to the CI result.

**Do not use a large GW weight as a certificate.** A small $Z$ can signal trouble within GW, but $Z=0.85$ gave no sign of the breakdown found by 1h+2h1p CI in the same basis. The comparison here concerns diagonal G0W0 on Hartree-Fock. Another starting point changes both the level and the poles, and its result has to be examined separately.

**Solve for all relevant roots.** When several weights are comparable, report energies and weights, or a spectral function with a stated broadening. Choosing one root as "the $2\sigma_g$ ionization energy" discards, in the cc-pVTZ one-hole CI spectrum, more than half of the weight. The centroid is no substitute: in the one-hole CI it remains at the Koopmans energy, whatever the fragmentation.

**Compare like with like.** Peak intensities follow $Z$ only if the fragments share nearly the same transition factor and other orbital contributions are small. Under those conditions, compare the weight summed over an energy window with the measured band. For $3\sigma_g$, one dominant line remains a sound description at every level used here. For $2\sigma_g$, 1h+2h1p CI gives no dominant line, while valence full CI keeps about three quarters of the weight in one line or one close pair at 2.00 and 2.07 bohr, and 0.66 in its main line at 2.14 bohr. The orbital labels the origin of the intensity; how many states share it depends on the treatment of correlation and on the bond length.

## Computed values

```
bond length = 2.07 bohr; active orbitals = 58
bare I 2sigma_g = 1.4713 Ha = 40.04 eV
bare I 3sigma_g = 0.6326 Ha = 17.21 eV
bare I 2sigma_u = 0.7767 Ha
bare I 1pi_u = 0.6130 Ha
lowest virtual energy = 0.1631 Ha
valence virtuals: E1gy E1gx A1u
MP2 natural occupations: 0.0635 0.0635 0.0240 0.0130
2h1p configurations in CI cc-pVTZ = 1855
lowest 2h1p with V^2 > 0.001 Ha^2, CI = 1.0994 Ha
lowest 2h1p with V^2 > 0.001 Ha^2, GW = 1.6390 Ha
CI 2h1p states most coupled to 2sigma_g, E < I0 + 0.4 Ha:
  E = 1.0994 Ha, |V| = 0.1235 Ha, 2sigma_u 1pi_u holes 0.98
  E = 1.4008 Ha, |V| = 0.0709 Ha, 2sigma_u 1pi_u holes 0.79
  E = 1.5822 Ha, |V| = 0.0387 Ha, 2sigma_u 1pi_u holes 0.04
  E = 1.6195 Ha, |V| = 0.0331 Ha, 2sigma_u 1pi_u holes 0.00
  E = 1.7587 Ha, |V| = 0.0282 Ha, 2sigma_u 1pi_u holes 0.02
CI cc-pVTZ: 2sigma_g sum Z = 1.000, effective lines = 3.38
  I = 1.0415 Ha, Z = 0.176
  I = 1.3050 Ha, Z = 0.478
  I = 1.4365 Ha, Z = 0.184
  I = 1.9802 Ha, Z = 0.026
  3sigma_g main: I = 0.4877 Ha, Z = 0.901
GW cc-pVTZ: 2sigma_g sum Z = 1.000, effective lines = 1.40
  I = 1.3375 Ha, Z = 0.845
  I = 1.6513 Ha, Z = 0.032
  I = 1.7892 Ha, Z = 0.017
  I = 2.9174 Ha, Z = 0.027
  3sigma_g main: I = 0.5996 Ha, Z = 0.935
CI valence: 2sigma_g sum Z = 1.000, effective lines = 2.56
  I = 1.0917 Ha, Z = 0.111
  I = 1.4446 Ha, Z = 0.463
  I = 1.5607 Ha, Z = 0.405
  I = 2.2552 Ha, Z = 0.016
  3sigma_g main: I = 0.5585 Ha, Z = 0.939
GW valence: 2sigma_g sum Z = 1.000, effective lines = 1.28
  I = 1.4164 Ha, Z = 0.881
  I = 1.8603 Ha, Z = 0.072
  I = 2.0922 Ha, Z = 0.035
  I = 2.8073 Ha, Z = 0.004
  3sigma_g main: I = 0.6032 Ha, Z = 0.971
FCI valence: 2sigma_g sum Z = 0.996, effective lines = 3.18
  I = 1.1035 Ha, Z = 0.100
  I = 1.5002 Ha, Z = 0.312
  I = 1.5104 Ha, Z = 0.446
  I = 1.6279 Ha, Z = 0.074
  3sigma_g main: I = 0.5857 Ha, Z = 0.935
strongest 2sigma_g line, CI cc-pVTZ = 35.51 eV
rms spread of 2sigma_g lines, CI = 0.5645 Ha
largest Z, CI, 2sigma_g moved to 3sigma_g energy = 0.911
largest Z, CI, 3sigma_g moved to 2sigma_g energy = 0.413
largest Z, CI, 2sigma_g couplings divided by 10 = 0.983
largest Z, GW, 2sigma_g moved to 3sigma_g energy = 0.941
largest Z, CI, both sigma_g holes mixing = 0.513
GW linearized: I = 1.3476 Ha, Z = 0.741
```
